\section*{Linear-Parabolic Depth Law for Radical Damage in Porous Low-k Films}

\section{Definitions and conventions}

A porous organosilicate film fills $x>0$, and a plasma supplies reactive radicals, for instance oxygen atoms, at $x=0$. The radicals remove methyl groups and leave a carbon-depleted layer $0<x<L(t)$. The skeleton neither shrinks nor is etched, so $x$ labels fixed material. The symbols are:
\begin{itemize}
\item $c(x,t)$, the number of free radicals per volume of film (pores and skeleton together), and $C$, its value in equilibrium with the plasma;
\item $D$, the effective diffusivity in the damaged layer, so that the flux is $-D\,c_x$;
\item $h$, the entry velocity, and $k$, the reaction velocity at the front;
\item $N$, the number of radicals consumed in depleting unit volume of film;
\item $L_i\ge 0$, the depth of damage present at $t=0$, and $\varepsilon=C/N$.
\end{itemize}
Subscripts $x$ and $t$ denote derivatives, a dot denotes $d/dt$, and $c_0$, $c_L$ are the values of $c$ at $x=0$ and $x=L$. Lengths are given in nm and times in s.

\paragraph{Assumptions.} The geometry is planar and $C,D,h,k,N$ are positive constants. The front is sharp, and no radicals are present ahead of it. Radicals are not lost inside the damaged layer. Damage by ions and vacuum-ultraviolet photons and densification of the surface, which also occur in real plasma exposure, are left out. The depth is large compared with a pore, so that a diffusion equation makes sense. Then
\begin{align}
c_t&=D\,c_{xx}, & 0<x<L(t), \label{diff}\\
-D\,c_x(0,t)&=h\,(C-c_0), \label{entry}\\
N\dot L&=k\,c_L, \label{react}\\
-D\,c_x(L,t)&=(N+c_L)\dot L. \label{front}
\end{align}
Equation \eqref{front} is a count of radicals. While the front advances by $\dot L\,dt$, the arriving radicals must supply $N\dot L\,dt$ for the reaction and $c_L\dot L\,dt$ to fill the newly opened pores. A layer present at the start is empty of free radicals, $c(x,0)=0$ for $0\le x\le L_i$, and the case $L_i=0$ is understood as the limit $L_i\to0$. The solution is taken to be continuous, and smooth for $t>0$.

\section{The depth law}

\paragraph{Theorem 1.} Define
\begin{equation}
A=2D\left(\frac1k+\frac1h\right),\qquad B=\frac{2DC}{N},\qquad \tau=\frac{L_i^2+AL_i}{B}. \label{AB}
\end{equation}
Under the assumptions above,
\begin{equation}
\frac{B(t+\tau)}{1+\varepsilon}\le L^2+AL\le B(t+\tau). \label{bounds}
\end{equation}
For $\varepsilon\ll1$ the depth therefore obeys, to leading order in $\varepsilon$,
\begin{equation}
L^2+AL=B(t+\tau), \label{law}
\end{equation}
and the depth predicted by \eqref{law} exceeds the true depth by at most the fraction $\varepsilon$ of the true depth.

The proof needs two lemmas.

\paragraph{Lemma 1 (integral identity).} With $a=D/h$ and $M(t)=\int_0^{L}(x+a)\,c\,dx$,
\begin{equation}
\frac N2\left[L^2+AL-L_i^2-AL_i\right]+M(t)-M(0)=DCt. \label{identity}
\end{equation}

\emph{Proof.} Differentiate $M$, including its moving upper limit, and use \eqref{diff}:
\begin{equation}
\dot M=(L+a)c_L\dot L+D\int_0^L(x+a)c_{xx}\,dx .
\end{equation}
Integration by parts turns the last term into
\begin{equation}
(L+a)D\,c_x(L)-aD\,c_x(0)-D(c_L-c_0).
\end{equation}
By \eqref{front} the first piece is $-(L+a)(N+c_L)\dot L$. By \eqref{entry} the second is $ah(C-c_0)=D(C-c_0)$; the weight was chosen with $a=D/h$ so that $c_0$ now cancels. Hence
\begin{align}
\dot M&=(L+a)c_L\dot L-(L+a)(N+c_L)\dot L+D(C-c_0)-Dc_L+Dc_0\nonumber\\
&=DC-N(L+a)\dot L-Dc_L .
\end{align}
Equation \eqref{react} gives $c_L=N\dot L/k$, and $a+D/k=A/2$, so
\begin{equation}
\dot M=DC-N\left(L+\tfrac12A\right)\dot L .
\end{equation}
Integration from $0$ to $t$ gives \eqref{identity}. $\square$

\paragraph{Lemma 2.} The density satisfies $0\le c\le C$.

\emph{Proof.} For the lower bound, consider first a time interval on which $c>-N$. Let $v=c+\delta t$ with $\delta>0$, and suppose that $v$ has a negative minimum. It lies at $t>0$, because $v=0$ initially, and there $c=v-\delta t<0$.
\begin{itemize}
\item In the interior, $v_t\le0$ gives $c_t\le-\delta$, whereas $c_{xx}\ge0$ requires $c_t\ge0$.
\item At $x=0$ a minimum needs $c_x\ge0$, but \eqref{entry} with $c_0<C$ gives $c_x<0$.
\item At $x=L$ a minimum needs $c_x\le0$. Equations \eqref{react} and \eqref{front} give $-Dc_x=(N+c_L)kc_L/N<0$, so $c_x>0$.
\end{itemize}
Each case is a contradiction. Letting $\delta\to0$ gives $c\ge0$, and by continuity $c$ can then never reach $-N$, so the restriction falls away.

For the upper bound let $v=c-\delta t$ and suppose that its maximum exceeds $C$; there $c>C$. In the interior $c_t\ge\delta$ contradicts $c_{xx}\le0$. At $x=0$ a maximum needs $c_x\le0$, but \eqref{entry} gives $c_x>0$. At $x=L$ it needs $c_x\ge0$, but $c_L>0$ in \eqref{front} gives $c_x<0$. Again let $\delta\to0$. $\square$

\paragraph{Proof of Theorem 1.} Here $M(0)=0$. Dividing \eqref{identity} by $N/2$ and using \eqref{AB},
\begin{equation}
L^2+AL=B(t+\tau)-\frac{2M}{N}. \label{exactM}
\end{equation}
Lemma 2 gives $0\le M\le C(L^2/2+DL/h)$. The lower limit proves the right half of \eqref{bounds}. The upper limit gives
\begin{equation}
\frac{2M}{N}\le\varepsilon\left(L^2+\frac{2D}{h}L\right)\le\varepsilon(L^2+AL),
\end{equation}
because $2D/h\le A$. Inserting this in \eqref{exactM} and collecting $L^2+AL$ on the left proves the other half.

For the depth itself, let $\ell_q(T)$ be the positive root of $\ell_q^2+A\ell_q=BT$. The ratio $\ell_q/T=B/(\ell_q+A)$ decreases with $T$, so $\ell_q(T/(1+\varepsilon))\ge\ell_q(T)/(1+\varepsilon)$. With $T=t+\tau$, \eqref{bounds} then gives $\ell_q(T)/(1+\varepsilon)\le L\le\ell_q(T)$. $\square$

\paragraph{Remark 1 (three resistances).} The same law follows from a picture of the transport. For $\varepsilon\ll1$ the front moves little while radicals cross the layer, so $c_t$ may be dropped and the profile is a straight line. One flux $F$ then passes entrance, layer and front:
\begin{equation}
C-c_0=\frac Fh,\qquad c_0-c_L=\frac{FL}{D},\qquad c_L=\frac Fk .
\end{equation}
Addition eliminates $c_0$ and $c_L$:
\begin{equation}
N\dot L=F=\frac{C}{1/h+L/D+1/k}. \label{series}
\end{equation}
Multiplying by $2D/N$ times the denominator gives $(2L+A)\dot L=B$, whose integral is \eqref{law}. This is the structure of the Deal--Grove law for oxidation, with the damaged layer in the place of the oxide and methyl removal in the place of the interface reaction.

\paragraph{Remark 2 (limits).} Take $L_i=0$. For $L\ll A$,
\begin{equation}
L\simeq\frac BA\,t=\frac{C}{N(1/k+1/h)}\,t ,
\end{equation}
which does not contain $D$. For $L\gg A$, $L\simeq\sqrt{Bt}$, which contains neither $k$ nor $h$. Between the limits, $t=(L^2+AL)/B$ gives $d\ln t/d\ln L=(2L^2+AL)/(L^2+AL)$, so that
\begin{equation}
\frac{d\ln L}{d\ln t}=\frac{L+A}{2L+A}, \label{exponent}
\end{equation}
which falls from $1$ to $1/2$. The value $2/3$ is reached at $L=A$, when $t=2A^2/B$. Depth data can be plotted as $L=B(t/L)-A$, a straight line with slope $B$ and intercept $-A$. If $D$ is known separately, the intercept fixes the sum $1/k+1/h$, but not its two parts.

\section{Radical loss in the damaged layer}

Radicals may also recombine on pore walls without removing methyl groups. Let this happen at rate $r$ per radical, and define $\lambda=\sqrt{D/r}$.

\paragraph{Proposition 2.} For $\varepsilon\ll1$, quasi-steady transport and $L_i=0$,
\begin{equation}
t=\frac NC\left\{\left(\frac1k+\frac1h\right)\lambda\sinh\frac L\lambda+\left(\frac{\lambda^2}{D}+\frac{D}{hk}\right)\left(\cosh\frac L\lambda-1\right)\right\}. \label{loss}
\end{equation}

\emph{Proof.} The solution of $Dc_{xx}=rc$ with value $c_L$ and flux $kc_L$ at the front is
\begin{equation}
c=c_L\left[\cosh\frac{L-x}{\lambda}+\frac{k\lambda}{D}\sinh\frac{L-x}{\lambda}\right].
\end{equation}
The flux at the entrance is therefore
\begin{equation}
-Dc_x(0)=c_L\left[\frac D\lambda\sinh\frac L\lambda+k\cosh\frac L\lambda\right].
\end{equation}
Equation \eqref{entry} reads $C=c_0-Dc_x(0)/h$, which becomes
\begin{equation}
C=c_L\left[\left(1+\frac kh\right)\cosh\frac L\lambda+\left(\frac{k\lambda}{D}+\frac{D}{h\lambda}\right)\sinh\frac L\lambda\right].
\end{equation}
Since $dt/dL=N/(kc_L)$, dividing the bracket by $k$ gives
\begin{equation}
\frac{dt}{dL}=\frac NC\left[\left(\frac1k+\frac1h\right)\cosh\frac L\lambda+\left(\frac\lambda D+\frac{D}{hk\lambda}\right)\sinh\frac L\lambda\right],
\end{equation}
and integration from $0$ to $L$ gives \eqref{loss}. $\square$

For $L\ll\lambda$ the leading terms are
\begin{equation}
t\simeq\frac NC\left[\left(\frac1k+\frac1h\right)L+\frac{L^2}{2D}+\frac{rL^2}{2hk}\right].
\end{equation}
The last term, divided by the first, is $rL/[2(h+k)]$. The linear-parabolic law is thus recovered when both $L\ll\lambda$ and $rL\ll h+k$. The second condition compares the uptake velocity $rL$ of the walls of the whole layer with the sum $h+k$, so it is enough that one of the two steps, entrance or front reaction, is fast compared with the walls.

For $L\gg\lambda$ both hyperbolic functions approach $\tfrac12e^{L/\lambda}$. Then $t\propto e^{L/\lambda}$, and each factor $e$ in time adds one length $\lambda$ to the depth. Growth is logarithmic, slower than the parabolic law.

\section{When the reaction is spread through the volume}

Theorem 1 takes $k$ as a property of a sharp face. Suppose instead that radicals enter the undamaged film with the same $D$ and react there at a finite volumetric rate. Let $m(x,t)$ be the remaining radical demand per volume, $m(x,0)=N$, and define the equivalent depth $L=\int_0^\infty(1-m/N)\,dx$. In the quasi-steady regime
\begin{equation}
Dc_{xx}=\kappa cm,\qquad m_t=-\kappa cm. \label{volume}
\end{equation}

\paragraph{Proposition 3.} Let $h\to\infty$, $\ell^2=D/(\kappa N)$ and $\Psi_0=\kappa Ct$. Then
\begin{equation}
L^2=2\ell^2\left(\Psi_0-1+e^{-\Psi_0}\right). \label{vol}
\end{equation}

\emph{Proof.} Put $\Psi(x,t)=\kappa\int_0^tc\,dt'$, so that $m=Ne^{-\Psi}$ and, since $c_0=C$, $\Psi(0,t)=\Psi_0$. Integrating the first equation of \eqref{volume} over time, with $\kappa cm=-m_t$ on its right, gives $(D/\kappa)\Psi_{xx}=N-m$, or
\begin{equation}
\Psi_{xx}=\frac{1-e^{-\Psi}}{\ell^2}.
\end{equation}
Multiply by $\Psi_x$ and integrate from infinity, where $\Psi$ and $\Psi_x$ vanish:
\begin{equation}
\tfrac12\Psi_x^2=\frac{\Psi-1+e^{-\Psi}}{\ell^2}.
\end{equation}
The equivalent depth is $L=\int_0^\infty(1-e^{-\Psi})dx=\ell^2\int_0^\infty\Psi_{xx}dx=-\ell^2\Psi_x(0)$. As $\Psi$ decreases inward, $\Psi_x(0)$ is negative, and \eqref{vol} follows. $\square$

For $\Psi_0\ll1$ the bracket in \eqref{vol} is $\Psi_0^2/2$, so $L\simeq\ell\kappa Ct$ and $N\dot L\simeq\sqrt{D\kappa N}\,C$. This looks like a front reaction with velocity $\sqrt{D\kappa N}$. For $\Psi_0\gg1$, however, $2\ell^2\Psi_0=Bt$ gives
\begin{equation}
L^2\simeq Bt-2\ell^2, \label{late}
\end{equation}
with a constant offset and no term $AL$. Using the early velocity as $k$ would give $A=2D/k=2\ell$. At $\Psi_0=30$ the resulting linear-parabolic depth is $6.81\,\ell$, while \eqref{vol} and direct time stepping of \eqref{volume} both give $7.62\,\ell$. An early linear stage is therefore not sufficient evidence for Theorem 1.

\paragraph{Remark 3.} An entrance resistance does restore a linear term in this model. For finite $h$, integrating \eqref{entry} over time and multiplying by $\kappa$ gives $-D\Psi_x(0)=h(\kappa Ct-\Psi(0,t))$. With $-\Psi_x(0)=L/\ell^2$, the surface value is $\Psi(0,t)=\kappa Ct-DL/(h\ell^2)$. The first integral is unchanged, so $L^2\simeq2\ell^2[\Psi(0,t)-1]$ at late times, which becomes
\begin{equation}
L^2+\frac{2D}{h}L\simeq Bt-2\ell^2 .
\end{equation}
The part $2D/k$ of $A$ has no counterpart here, because the diffusivity is the same in damaged and undamaged film. If radicals diffuse more slowly in the undamaged film, driving them through the reaction zone takes an additional density drop proportional to the flux. This acts as a further resistance in series and gives a linear term even without a sharp face. Its size depends on how $D$ varies with $m$. If the diffusivity falls linearly with $m$ from $D$ to $0.1D$, then $A\approx2.0\,\ell$ for $h\to\infty$, about the width of the reaction zone and well below the $6.3\,\ell$ obtained by using the early velocity as $k$.

\section{Worked example}

Round model parameters are $D=10^{-7}\,\mathrm{m^2/s}$, $k=2\,\mathrm{m/s}$, $h=100\,\mathrm{m/s}$, $C=3\times10^{19}\,\mathrm{m^{-3}}$ and $N=1.5\times10^{28}\,\mathrm{m^{-3}}$. They give $\varepsilon=2\times10^{-9}$, so the correction bounded in Theorem 1 is negligible. The numbers illustrate the sharp-face model and presume that the undamaged film is nearly closed to radicals. If $k$ were instead the early velocity of a volume reaction with the same $D$, then $\ell=D/k=50$ nm; at 60 s the reaction zone (10 to 90\% depletion) would be about 170 nm wide and the equivalent depth 137 nm rather than the 112 nm found below. The two fixed resistances correspond to the layer thicknesses $D/k=50$ nm and $D/h=1$ nm. Hence
\begin{align}
A&=2(50+1)\,\mathrm{nm}=102\,\mathrm{nm},\\
B&=2\times10^{-7}\times2\times10^{-9}\,\mathrm{m^2/s}=400\,\mathrm{nm^2/s}.
\end{align}
The initial rate is $B/A=3.92$ nm/s, and $L=A$ is reached at $2\times102^2/400=52$ s. At 60 s,
\begin{equation}
L=-51+\sqrt{51^2+400\times60}=112\ \mathrm{nm}.
\end{equation}
The table compares this law with \eqref{loss} for two wall-loss rates.

\begin{center}
\begin{tabular}{rrrrr}
$t$ (s) & $L$, no loss & exponent & $\lambda=1000$ nm & $\lambda=100$ nm\\
5 & 16.8 & 0.88 & 16.8 & 16.8\\
20 & 52.0 & 0.75 & 51.9 & 50.5\\
60 & 112.1 & 0.66 & 112.0 & 102.7\\
240 & 263.0 & 0.58 & 261.9 & 203.1
\end{tabular}
\end{center}

Depths are in nm, and the exponent is \eqref{exponent}. Even at 240 s it is well above $1/2$: by \eqref{series} the layer then supplies $263/(263+51)=84\%$ of the total resistance, and entrance and front the rest. The diffusion time $L^2/D$ is $7\times10^{-7}$ s at this depth, far shorter than the exposure.

For $\lambda=1000$ nm the loss lowers the depth at 240 s by $0.4\%$ of the loss-free value. For $\lambda=100$ nm the reduction is $8\%$ at 60 s and $23\%$ at 240 s, when the depth is about $2\lambda$. A short exposure alone would hardly reveal this loss, since at 5 s the two depths differ by less than 0.1 nm. Both rates describe very inert walls. For cylindrical pores of diameter $d=2$ nm and oxygen atoms of mean speed $v=630$ m/s, the estimate $r=\gamma v/d$ gives loss probabilities per wall collision of $\gamma=3\times10^{-7}$ and $3\times10^{-5}$. With $\gamma=10^{-3}$ one has $\lambda=18$ nm and a depth of 77 nm at 240 s, and \eqref{law} does not apply. Loss also spoils the plot of Remark 2: a straight line fitted to the four depths for $\lambda=100$ nm gives $B\approx200\,\mathrm{nm^2/s}$ and $A\approx30$ nm instead of 400 and 102.

Earlier damage of $L_i=20$ nm corresponds to $\tau=(20^2+102\times20)/400=6.1$ s. A further 20 s of exposure brings the depth to 63.2 nm, an addition of 43.2 nm compared with 52.0 nm in a fresh film. The old layer slows new damage because radicals must first cross it.

The numerical output also gives results for the full moving-boundary problem at much larger $\varepsilon$, where the stored radicals are visible. At $\varepsilon=0.2$ the identity \eqref{identity} holds to $2.4\times10^{-6}$ of $DCt$, although the stored term $M$ is $20\%$ of $DCt$ at the first time examined and $6\%$ at the last. At $\varepsilon=0.01$ the largest relative depth error of \eqref{law} is $0.2\%$, within the $1\%$ allowed by Theorem 1.

\section*{Table of computed values}
\begin{verbatim}
TESTS (dimensionless)
C/N=0.2: largest relative identity error = 2.4e-06
C/N=0.2: stored term / (D C t), first and last time = 0.1966, 0.0618
C/N=0.01: largest relative depth error of law = 2.0e-03
C/N=0.01: largest exponent error = 5.9e-03
wall loss: largest relative time error = 4.7e-07
late time ratio for one added loss length = 2.7189
volume reaction: dose, numeric L/ell, formula, linear-parabolic
    0.1  0.0984  0.0984  0.0954
    2.0  1.5069  1.5069  1.2361
   10.0  4.2426  4.2427  3.5826
   30.0  7.6157  7.6158  6.8102
EXAMPLE INPUTS
D = 1.0e-07 m^2/s, k = 2.0 m/s, h = 100.0 m/s
C = 3.0e+19 m^-3, N = 1.5e+28 m^-3, C/N = 2.0e-09
EXAMPLE RESULTS
D/k = 50.00 nm, D/h = 1.00 nm
A = 102.00 nm, B = 400.00 nm^2/s
initial rate B/A = 3.922 nm/s
time at which L = A: 52.02 s
loss rate r = 1.0e+05 1/s: length = 1000.0 nm
loss rate r = 1.0e+07 1/s: length = 100.0 nm
t (s), L no loss (nm), exponent, L weak loss (nm), L strong loss (nm)
      5  16.83  0.876  16.83  16.76
     20  51.96  0.748  51.95  50.54
     60  112.10  0.656  111.98  102.75
    240  263.01  0.581  261.89  203.08
diffusion time L^2/D at 240 s = 6.92e-07 s
earlier damage = 20.0 nm, tau = 6.10 s
depth after 20 s more = 63.20 nm, added = 43.20 nm
\end{verbatim}
